\section*{Transient negative electron mobility from a steeply rising momentum-transfer cross section}

\section{Constant cross section: two flights along the field line}

An electron moves through a gas of heavy atoms at rest, and a weak uniform field gives it the acceleration $a$. Displacement and drift are counted positive along the electric force. Suppose first that the collision cross section $\sigma$ does not depend on energy. With $N$ atoms per volume, the mean distance flown between collisions is $\lambda=1/(N\sigma)$ at any speed.

Compare an electron that starts along the force with one that starts against it. The first speeds up and the second slows down, but each flies the distance $\lambda$ on average. Their displacements $+\lambda$ and $-\lambda$ cancel, so this pair gives no drift. An electron that starts sideways is bent along the force by $a\tau^2/2$ in a flight of duration $\tau$. For collisions at rate $\nu$, $\langle\tau^2\rangle=2/\nu^2$, and the mean shift is $a/\nu^2$. With constant $\sigma$ the drift thus comes from electrons with sideways motion.

Now let $\sigma$ rise with energy. The electron flying along the force gains energy, meets a larger cross section and stops short of $\lambda$. The one flying against the force loses energy and travels farther than $\lambda$. The pair now contributes a backward displacement, which competes with the forward bending. The sign of the mobility depends on which is larger.

\section{The contributions to one flight}

Let the electron start with speed $v$, energy $\varepsilon=mv^2/2$ and direction cosine $c$ relative to the force. Scattering is taken as elastic and isotropic, and displacements and drifts are calculated to first order in $a$. The collision rate is $\nu=N\sigma v$. Define the logarithmic slopes
\begin{equation}
s=\frac{d\ln\sigma}{d\ln\varepsilon},\qquad
p=\frac{d\ln\nu}{d\ln v}=1+2s .
\end{equation}
The 1 comes from the factor $v$ in $\nu$, and the $2s$ from $\varepsilon\propto v^2$.

After a time $t$ without collision the velocity along the force is $cv+at$. The squared speed is $v^2+2acvt+a^2t^2$, so the speed is $v+act$ to first order. The collision rate has become $\nu(1+pact/v)$. The probability of still being in flight is therefore
\begin{equation}
S(t)=\exp\left[-\nu t-\frac{p\nu ac}{2v}t^2\right]
\simeq e^{-\nu t}\left(1-\frac{p\nu ac}{2v}t^2\right).
\end{equation}
The velocity at time $t$ adds to the displacement only if the flight has lasted that long. The mean displacement is the time integral of
\begin{equation}
S(t)(cv+at)\simeq e^{-\nu t}\left(cv+at-\frac{p\nu ac^2}{2}t^2\right).
\label{eq:product}
\end{equation}
With $\int_0^\infty t\,e^{-\nu t}dt=1/\nu^2$ and $\int_0^\infty t^2e^{-\nu t}dt=2/\nu^3$, this gives
\begin{equation}
\langle z\rangle_c=\frac{cv}{\nu}+\frac{a}{\nu^2}\left(1-pc^2\right).
\label{eq:flight}
\end{equation}
The first term cancels between opposite directions. For constant $\sigma$, $p=1$, and the shift vanishes at $c=\pm1$, as found above.

For isotropic starting directions $\langle c^2\rangle=1/3$, and the mean shift splits into three parts:
\begin{equation}
\langle z\rangle=\frac{a}{\nu^2}\left(1-\frac13-\frac{2s}{3}\right)
=\frac{2a}{3\nu^2}(1-s).
\label{eq:three}
\end{equation}
The 1 is the direct push of the field. The $-1/3$ arises because a faster electron reaches its next collision sooner even at fixed path length. The $-2s/3$ is the effect of the changing cross section. It must cancel the remaining $2/3$ before the sign can turn, so the threshold is $s=1$ and not $s=0$.

The condition $s>1$ means that $\sigma/\varepsilon$ rises locally. This is the required sense of ``faster than linearly''; upward curvature is a different property. With $\varepsilon$ in arbitrary units, $\sigma\propto1+\varepsilon^2/2$ curves upward, but at $\varepsilon=1$ it has $s=1/(3/2)=2/3$ and gives a forward shift. The straight line $\sigma\propto2\varepsilon-1$ has $s=2$ at the same point and gives a backward shift.

\section{From the first push to the drift}

At the instant of release Newton's law requires a drift $at>0$, whatever the cross section. To follow the change of sign, sort the electrons at time $t$ by the time $u$ since their last collision. Averaging (\ref{eq:product}) over directions gives
\begin{equation}
h(u)=e^{-\nu u}\left(au-\frac{p\nu a}{6}u^2\right).
\end{equation}
Electrons that have not yet collided contribute $h(t)$. The others began their present flight at rate $\nu$, with isotropic directions. Corrections of order $a$ to that rate or to the starting energy multiply a mean velocity that is itself of order $a$, so they are dropped. Hence
\begin{equation}
W(t)=h(t)+\nu\int_0^t h(u)\,du .
\end{equation}
Set $x=\nu t$. The terms without $p$ give
\begin{equation}
\frac a\nu\left[xe^{-x}+1-(1+x)e^{-x}\right]=\frac a\nu\left(1-e^{-x}\right).
\end{equation}
The terms with $p$ give
\begin{equation}
-\frac{pa}{6\nu}\left[x^2e^{-x}+2-(x^2+2x+2)e^{-x}\right]
=-\frac{pa}{3\nu}\left[1-(1+x)e^{-x}\right].
\end{equation}
Together,
\begin{equation}
W(t)=\frac a\nu\left\{1-e^{-x}-\frac{1+2s}{3}\left[1-(1+x)e^{-x}\right]\right\}.
\label{eq:onset}
\end{equation}
For $x\ll1$ the first part is $x$ and the bracket is of order $x^2$, so $W\simeq at$. For $x\gg1$, while the energy is still nearly unchanged,
\begin{equation}
W=\frac{2a}{3\nu}(1-s),
\label{eq:drift}
\end{equation}
which is $\nu$ times the shift per flight.

To find the sign change, write $q=(1+2s)/3$, set (\ref{eq:onset}) to zero and multiply by $e^x$. Then $e^x-1=q(e^x-1-x)$, or $(q-1)(e^x-1)=qx$, so that
\begin{equation}
\frac{e^x-1}{x}=\frac{q}{q-1}=\frac{1+2s}{2(s-1)}.
\label{eq:change}
\end{equation}
The left side exceeds 1 for $x>0$ and increases with $x$. A solution therefore exists for $s>1$, and it moves to late times as $s$ approaches 1.

A Monte Carlo swarm with $\sigma\propto\varepsilon^2$ and $a=0.02\,v\nu$ tests this result. In units of $a/\nu$, its mean drift is $+0.23$ for $x$ between about 0.3 and 0.8, and $-0.62$ between 4 and 6. Equation (\ref{eq:onset}) gives $-0.60$ for the later window.

\section{Any energy distribution, and anisotropic scattering}

For scattering that depends on angle, write the velocity distribution as $F_0(v)+cF_1(v)$. The next angular term is of second order in the field. Collisions with heavy atoms reduce $F_1$ at the rate $\nu=N\sigma v$, where $\sigma$ is now the momentum-transfer cross section, in which each deflection $\theta$ has the weight $1-\cos\theta$. A few collision times after release,
\begin{equation}
F_1=-\frac a\nu\frac{dF_0}{dv},\qquad
W=\frac{4\pi}{3}\int_0^\infty v^3F_1\,dv .
\label{eq:legendre}
\end{equation}
Let $f_0(\varepsilon)$ be normalised by $\int\sqrt\varepsilon f_0\,d\varepsilon=1$. Equating $\sqrt\varepsilon f_0\,d\varepsilon$ with $4\pi v^2F_0\,dv$ and using $d\varepsilon=mv\,dv$ gives $4\pi F_0=m\sqrt{m/2}\,f_0$. With $v\sqrt{m/2}=\sqrt\varepsilon$ and $ma=eE$, (\ref{eq:legendre}) becomes
\begin{equation}
W=-eE\int_0^\infty G\,\frac{df_0}{d\varepsilon}\,d\varepsilon,\qquad
G=\frac{\sqrt\varepsilon\,v^2}{3\nu}\propto\frac{\varepsilon}{\sigma}.
\label{eq:inversion}
\end{equation}
Since $G>0$, negative drift requires $df_0/d\varepsilon>0$ at some energies. This is a population inversion per quantum state, which injection supplies.

Now integrate by parts. The boundary terms vanish because $G\to0$ at zero energy, for nonzero $\sigma$ there, and $Gf_0\to0$ at high energy. From $G\propto\varepsilon/\sigma$ follows $dG/d\varepsilon=(G/\varepsilon)(1-s)$, and $v^2/\varepsilon=2/m$, so
\begin{equation}
W=eE\int_0^\infty f_0\frac{dG}{d\varepsilon}d\varepsilon
=\int_0^\infty\sqrt\varepsilon f_0\,\frac{2a}{3\nu}(1-s)\,d\varepsilon .
\label{eq:average}
\end{equation}
The drift is the average of (\ref{eq:drift}) over the electrons. Those inside the energy window $s>1$ pull it backward, and those outside push it forward.

On average the field delivers the power $eEW$ to each electron. When $W<0$ the electrons give energy to the circuit that maintains the field. This energy comes from their injection energy.

\section{What ends the negative drift}

Two processes reshape $f_0$. The first is recoil. A deflection by $\theta$ transfers the momentum squared $2m^2v^2(1-\cos\theta)$ to an atom of mass $M$. Division by $2M$ gives the energy transfer $(2m/M)\varepsilon(1-\cos\theta)$. The electron thus loses energy at the rate $(2m/M)\nu\varepsilon$.

The second is the field. Each electron is carried outward through the sphere of speed $v$ with the velocity-space speed $ac$. The number crossing per unit time is
\begin{equation}
\int ac\,(F_0+cF_1)\,v^2d\Omega=\frac{4\pi}{3}av^2F_1
=-(eE)^2G\,\frac{df_0}{d\varepsilon},
\end{equation}
by (\ref{eq:legendre}) and the conversion that follows it. This is diffusion in energy with coefficient $(eE)^2v^2/(3\nu)$.

For a gas at temperature $T$, the recoil current must vanish when $f_0\propto e^{-\varepsilon/k_BT}$, which fixes its thermal term. To leading order in $m/M$,
\begin{equation}
\frac{\partial(\sqrt\varepsilon f_0)}{\partial t}=\frac{\partial}{\partial\varepsilon}
\left[\frac{2m}{M}\nu\varepsilon^{3/2}\left(f_0+k_BT\frac{\partial f_0}{\partial\varepsilon}\right)
+(eE)^2G\frac{\partial f_0}{\partial\varepsilon}\right].
\label{eq:kinetic}
\end{equation}
In the steady state without a source the bracket is zero. Division by $(2m/M)\nu\varepsilon^{3/2}$ and use of $v^2/\varepsilon=2/m$ give
\begin{equation}
\frac{df_0}{d\varepsilon}=-\frac{f_0}{k_BT_{\rm eff}},\qquad
k_BT_{\rm eff}=k_BT+\frac{Ma^2}{3\nu^2}.
\end{equation}
The slope is negative at every energy, so by (\ref{eq:inversion}) the final drift is positive. Within this model the negative mobility is a transient.

\section{Worked example}

The model gas has atoms of 40 u at 100 Torr and 300 K, hence $N=3.22\times10^{18}\ {\rm cm^{-3}}$. Its momentum-transfer cross section, with $\varepsilon$ in eV, is
\begin{equation}
\sigma=10^{-16}\,{\rm cm^2}\;
\frac{0.1+2(\varepsilon-0.25)^2/(\varepsilon+0.02)}{1+\varepsilon/20}.
\end{equation}
The window $s>1$ extends from 0.28 to 3.4 eV. Electrons are injected at 1 eV with a standard deviation of 0.1 eV, in a field of 0.05 V/cm.

At 1 eV, $\sigma=1.146\times10^{-16}\ {\rm cm^2}$, $v=5.93\times10^5$ m/s and $s=1.498$. The collision rate is
\begin{equation}
\nu=(3.219\times10^{24})(1.146\times10^{-20})(5.931\times10^5)\ {\rm s^{-1}}
=2.19\times10^{10}\ {\rm s^{-1}},
\end{equation}
and the mean free path is 27 $\mu$m. A sideways start is shifted by $a/\nu^2=1.838$ nm. The three parts of (\ref{eq:three}) are then
\begin{equation}
1.838-0.613-1.836=-0.611\ {\rm nm}.
\end{equation}
Because $s$ happens to lie close to $3/2$ here, the rise of $\sigma$ alone nearly cancels the direct push, and the speed effect decides the sign. Starts along or against the force are shifted by $(1-p)a/\nu^2=-2.996\times1.838=-5.51$ nm. These shifts are minute beside the free path, but they recur at every collision:
\begin{equation}
W=(-0.611\times10^{-9})(2.187\times10^{10})\ {\rm m/s}=-13.4\ {\rm m/s}.
\end{equation}
Division by the field, 5 V/m, gives a mobility of $-2.7\times10^4\ {\rm cm^2/Vs}$. By (\ref{eq:change}) the drift turns negative 0.11 ns after release.

The slow evolution follows from (\ref{eq:kinetic}). Its time zero stands for the moment just after this onset. The tabulated drifts carry a time-step error of up to about 1 m/s.

\begin{center}
\begin{tabular}{rrr}
time ($\mu$s) & drift (m/s) & mean energy (eV)\\
0 & $-14$ & 1.00\\
1 & $-53$ & 0.69\\
3 & $-164$ & 0.50\\
5 & $-234$ & 0.42\\
10 & $+29$ & 0.33\\
20 & $+450$ & 0.24\\
40 & $+464$ & 0.16
\end{tabular}
\end{center}

The backward drift first grows as the electrons cool. At 0.5 eV the cross section is 3.45 times smaller than at 1 eV and the speed is $\sqrt2$ times smaller, so $a/\nu$ is 4.9 times larger. The drift at 3 $\mu$s is about 11 times its initial value. Nearly all of the remaining factor of about 2.3 comes from $1-s$, which changes from $-0.50$ at 1 eV to $-1.12$ at 0.5 eV.

The most negative mobility, $-4.7\times10^5\ {\rm cm^2/Vs}$, occurs at 5.1 $\mu$s. The drift changes sign at 9.6 $\mu$s, while the mean energy is still above the lower edge of the window. By (\ref{eq:average}), the electrons already below that edge from then on outweigh those above it. Cooling by recoil alone, with the thermal motion of the atoms neglected, would take a 1 eV electron to the edge in 13.8 $\mu$s.

With ten times the field and all other settings held fixed, negative drift ends after 1.9 $\mu$s. The field enters (\ref{eq:kinetic}) only through energy diffusion, so the faster diffusion must cause the shortening. In the original field the drift at 20 and 40 $\mu$s exceeds its final steady value of 316 m/s, so the approach to the steady state is not monotonic.

By the end of the negative stage the mean displacement is $-1.34$ mm. On average each electron has given $5\ {\rm V/m}\times1.34$ mm, or 6.7 meV, to the circuit. This is about 1\% of the energy it has lost; recoil took the rest.

\section{Conditions and the real case}

The first-order treatment needs a small energy gain per free path. At the lower edge of the window this gain is 1.5 meV, about 0.5\% of the electron energy. Interference between successive scatterers is governed by the reduced wavelength divided by the free path, here $7\times10^{-6}$ at 1 eV. Neither limits the example.

Diffusion to the walls is more serious. By the end of the negative stage the electrons have spread by 1.8 cm along an axis across the field, and by slightly less along the field. This is about thirteen times their mean displacement. The uniform model therefore needs a vessel several times wider than this. At fixed $E/N$ and temperature, each term on the right of (\ref{eq:kinetic}) is proportional to $N$. Drift speeds then stay the same, while times, displacement and spread grow as $1/N$. At 10 Torr the negative stage would last 96 $\mu$s and the spread would reach 18 cm.

The parameters lie in the rough regime of argon, whose momentum-transfer cross section has a deep minimum at a few tenths of an eV and whose first excitation lies above 11 eV. They are not argon data, and the computed drifts are not measurements. The reduced field is only 0.0016 Td. A self-sustained discharge, whose field must heat electrons until they ionise the gas, lies outside the model. The electron density must also be low. Uncompensated charge of $1.5\times10^4\ {\rm cm^{-3}}$, filling a layer as thick as the spread, changes the field from one face of the layer to the other by as much as the applied field. Near $5\times10^8\ {\rm cm^{-3}}$, with a Coulomb logarithm of 10, electron--electron collisions exchange energy at a rate comparable with that of the recoil loss at 0.42 eV. A plasma with $10^{10}$ electrons per ${\rm cm^3}$ exceeds this second density about twentyfold, so the isolated-swarm result does not carry over to it. Gas purity matters too. About 100 ppm of a molecular impurity, with an assumed loss of 0.3 eV and cross section of $10^{-16}\ {\rm cm^2}$, doubles the energy loss rate at 1 eV. Below 1 eV the same impurity matters much more, because the recoil loss falls with $\sigma\varepsilon$. If the impurity cross section stays constant down to 0.3 eV, its loss is about 7 times the recoil loss at 0.5 eV and 12 times at 0.42 eV. Each inelastic collision also moves an electron 0.3 eV toward the lower edge in one step, and a small fraction of electrons below the edge is enough to outweigh the rest. Such an impurity level therefore shortens the negative stage by far more than a factor of two, to under 1 $\mu$s.

The numerical output lists the remaining inputs and intermediate values.

\section*{Calculated quantities}
\begin{verbatim}
gas pressure: 100 Torr
gas temperature: 300 K
atomic mass: 40 u
gas density: 3.219e+18 cm^-3
electric field: 0.05 V/cm
reduced field: 0.001553 Td
injection energy: 1 eV
injection standard deviation: 0.1 eV
cross section at 0.25 eV: 9.877e-18 cm^2
cross section at 0.5 eV: 3.321e-17 cm^2
cross section at 1.0 eV: 1.146e-16 cm^2
cross section at 5.0 eV: 7.271e-16 cm^2
lower edge of s > 1 window: 0.2804 eV
upper edge of s > 1 window: 3.394 eV
s at injection: 1.498
electron speed at injection: 5.931e+05 m/s
collision rate at injection: 2.187e+10 1/s
mean free path at injection: 27.12 um
flight shift, along or against force: -5.51 nm
flight shift, sideways start: 1.838 nm
flight shift, mean over directions: -0.6109 nm
shell drift at injection: -13.36 m/s
shell mobility: -2.672e+04 cm^2/Vs
drift turns negative after: 0.107 ns
slow stage 0 us: drift -14.44 m/s, energy 1 eV
slow stage 1 us: drift -52.51 m/s, energy 0.6933 eV
slow stage 3 us: drift -164.2 m/s, energy 0.5015 eV
slow stage 5 us: drift -234 m/s, energy 0.4211 eV
slow stage 10 us: drift 28.53 m/s, energy 0.3253 eV
slow stage 20 us: drift 449.6 m/s, energy 0.2421 eV
slow stage 40 us: drift 463.8 m/s, energy 0.1591 eV
most negative drift: -234.3 m/s
most negative mobility: -4.686e+05 cm^2/Vs
time of most negative drift: 5.14 us
mean energy at that time: 0.417 eV
negative drift ends at: 9.614 us
recoil-only cooling time to lower edge: 13.81 us
displacement at end of negative drift: -1.341 mm
energy given to circuit per electron: 6.703 meV
final steady drift: 316.1 m/s
end time in ten times the field: 1.936 us
Monte Carlo s=2 early drift / (a/nu): 0.2334
Monte Carlo s=2 late drift / (a/nu): -0.6156
formula for same late window: -0.5992
field energy per free path at lower edge: 1.484 meV
multiple-scattering ratio 1/(k path): 7.198e-06
diffusion spread by end time: 1.803 cm
density for space-charge field = E: 1.533e+04 cm^-3
density for e-e rate = recoil rate: 5.255e+08 cm^-3
impurity fraction doubling energy loss: 104.7 ppm
\end{verbatim}
